# First-order Uehling shifts of 2s and 2p in muonic hydrogen: a numerical check

```python
# Uehling contribution to the 2p-2s interval of hydrogen-like atoms (Z = 1, point nucleus,
# Schroedinger functions, first order). Atomic units, c = 1/alpha.
# mu = reduced mass, a = 1/mu orbit scale, M = mass of the loop particle, beta = M/(alpha*mu),
# w(t) = (1+1/(2t^2)) sqrt(t^2-1)/t^2, k = 2*beta*t, x = r/a, b = 2*beta.
# V_U = -(1/r) g,  g = (2 alpha/3 pi) int_1^inf w exp(-2 beta t x) dt.
# Under test: E(2p)-E(2s) = (alpha/3 pi) mu F(beta), F = int w k^2/(1+k)^4 dt,
# its value 0.2050 eV for muonic hydrogen, and its contact limit alpha^3 mu^3/(30 pi).
import numpy as np, sympy as sp
from math import pi, factorial
from scipy.constants import physical_constants as pc, fine_structure as alpha
from scipy.integrate import quad
from scipy.special import eval_genlaguerre as lag, gammaln
from scipy.linalg import eigh
from sympy.physics.hydrogen import R_nl

Eh = pc['Hartree energy in eV'][0]
a0 = pc['Bohr radius'][0]*1e10
h_eV = pc['Planck constant'][0]/pc['elementary charge'][0]
m_mu = pc['muon-electron mass ratio'][0]
m_p = pc['proton-electron mass ratio'][0]
r_p = pc['proton rms charge radius'][0]*1e10/a0
mu_m, mu_e = m_mu*m_p/(m_mu+m_p), m_p/(1+m_p)
beta_of = lambda mu, M=1.0: M/(alpha*mu)
close = lambda A, B, tol: abs(A-B) <= tol*abs(B)

def spectral(f):   # int_1^inf w(t) f(t) dt with t = cosh(tau)
    fun = lambda T: (1+0.5/np.cosh(T)**2)*np.tanh(T)**2*f(np.cosh(T))
    return quad(fun, 0, 60, points=[1, 3, 6, 12, 20], limit=400, epsabs=0, epsrel=1e-11)[0]

F = lambda be: spectral(lambda t: (2*be*t)**2/(1+2*be*t)**4)
def formula(mu, M=1.0):   # shifts of 2s, 2p and the splitting, hartree
    be = beta_of(mu, M)
    s = -alpha/(6*pi)*mu*spectral(lambda t: (1+2*(2*be*t)**2)/(1+2*be*t)**4)
    p = -alpha/(6*pi)*mu*spectral(lambda t: 1/(1+2*be*t)**4)
    return s, p, alpha/(3*pi)*mu*F(be)

# polarization function: Feynman-parameter form against spectral form
v = np.arange(-40, 40, 0.2); xx = 1/(2*np.cosh(v/2))**2   # x(1-x) for logistic x(v)
Pi_feyn = lambda Q2: 2*alpha/pi*0.2*(np.log1p(np.outer(Q2, xx)) @ xx**2)
for Q in (0.1, 1.0, 10.0, 100.0):
    assert close(Pi_feyn([Q*Q])[0], 2*alpha/(3*pi)*spectral(lambda t: Q*Q/(Q*Q+4*t*t)), 1e-9)

# limits of the screening factor, rho = c*r
assert abs(spectral(lambda t: np.exp(-2e-5*t)) - (-np.log(1e-5)-np.euler_gamma-5/6)) < 1e-4
far = quad(lambda T: (1+0.5/np.cosh(T)**2)*np.tanh(T)**2*np.exp(-1000*(np.cosh(T)-1)),
           0, 0.6, points=[0.05, 0.15], epsabs=0, epsrel=1e-10)[0]
assert close(2*alpha/(3*pi)*far, alpha/(4*np.sqrt(pi)*500**1.5), 1e-2)  # next term ~ 1/rho

# symbolic Yukawa averages
xs, ks = sp.symbols('x k', positive=True)
for l, target in ((0, (1+2*ks**2)/(4*(1+ks)**4)), (1, 1/(4*(1+ks)**4))):
    poly = sp.expand(sp.simplify(R_nl(2, l, xs, 1)**2*sp.exp(xs))*xs)
    val = sum(sp.integrate(term*sp.exp(-(1+ks)*xs), (xs, 0, sp.oo)) for term in sp.Add.make_args(poly))
    assert sp.simplify(val-target) == 0

# radial quadrature on a logarithmic grid
sg = np.linspace(-30, np.log(350), 4500); ds = sg[1]-sg[0]; x = np.exp(sg)
tau = np.arange(0, 42, 0.05); ch = np.cosh(tau); wt = 0.05*(1+0.5/ch**2)*np.tanh(tau)**2
screening = lambda be: 2*alpha/(3*pi)*(np.exp(-2*be*np.outer(x, ch)) @ wt)
def radial(n, l, r):
    N = np.sqrt((2/n)**3*factorial(n-l-1)/(2*n*factorial(n+l)))
    return N*np.exp(-r/n)*(2*r/n)**l*lag(n-l-1, 2*l+1, 2*r/n)
def direct(mu, M=1.0):
    g = screening(beta_of(mu, M))
    s, p = (-mu*ds*np.sum(x**2*radial(2, l, x)**2*g) for l in (0, 1))
    return s, p, p-s

# momentum-space average with the Feynman-parameter function
ff = {0: lambda y: (1-y)*(1-2*y)/(1+y)**4, 1: lambda y: (1-y)/(1+y)**4}
for l in (0, 1):
    for q in (0.3, 0.8, 2.0):
        assert abs(ds*np.sum(x**3*radial(2, l, x)**2*np.sinc(q*x/pi)) - ff[l](q*q)) < 1e-9
def momentum(mu, M=1.0):
    q = np.exp(np.arange(-10, 20, 0.1))
    return -2*mu/pi*0.1*np.sum(q*Pi_feyn(q*q/beta_of(mu, M)**2)*(ff[1](q*q)-ff[0](q*q)))

res = {}
for name, mu, M in (('muH', mu_m, 1.0), ('H', mu_e, 1.0), ('muloop', mu_m, m_mu)):
    res[name] = formula(mu, M)
    for A, B in zip(direct(mu, M), res[name]):
        assert close(A, B, 1e-8)
    assert close(momentum(mu, M), res[name][2], 1e-8)
assert abs(res['muH'][2]*Eh - 0.2050) < 5e-5
bm, be_, bl = beta_of(mu_m), beta_of(mu_e), beta_of(mu_m, m_mu)
Fm, Fe, Fl = F(bm), F(be_), F(bl)

# closed form and Gauss table
bs, us = sp.symbols('b u')
P = us - us**3/2 - us**5/2
J = {1: sp.acos(1/bs)/sp.sqrt(bs**2-1), 0: sp.pi/2, -1: 1+bs*sp.pi/2}
for n in (1, 2, 3):
    J[n+1] = -sp.diff(J[n], bs)/n
closed = bs**2*sum(sp.diff(P, us, j).subs(us, -bs)/sp.factorial(j)*J[4-j] for j in range(6))
closed_val = lambda be: float(closed.evalf(40, subs={bs: sp.Float(2*be, 40)}))
assert close(closed_val(bm), Fm, 1e-9) and close(closed_val(be_), Fe, 1e-8)
z, gw = np.polynomial.legendre.leggauss(6)
th, gw = pi/4*(z+1), pi/4*gw; u = np.sin(th); b = 2*bm
integrand = b*b*(u-u**3/2-u**5/2)/(u+b)**4
assert close(gw @ integrand, Fm, 1e-4)

# moments, large- and small-beta limits
M2, M3, M4 = 2/5, 5*pi/64, 6/35
for n, Mn in ((2, M2), (3, M3), (4, M4)):
    assert close(spectral(lambda t: t**(-n)), Mn, 1e-10)
contact = lambda mu, M=1.0: alpha**3*mu**3/(30*pi*M*M)
assert close(4*alpha**3/15*mu_e**3*radial(2, 0, 0.0)**2/(4*pi), res['H'][2], 1e-2)
assert close(contact(mu_e)*(1-25*pi/(64*be_)), res['H'][2], 1e-4)
assert close(contact(mu_m, m_mu)*(1-25*pi/(64*bl)), res['muloop'][2], 1e-4)
B = 2*be_
assert close(M2/B**2-4*M3/B**3+10*M4/B**4, Fe, 1e-6)
assert close(-alpha/(6*pi)*mu_e*M4/B**4, res['H'][1], 2e-2)
assert contact(mu_m) > 3*res['muH'][2]
assert close(F(1e-5), 1/6, 1e-6)
slope = lambda mu: np.log(direct(mu*1.01)[2]/direct(mu/1.01)[2])/(2*np.log(1.01))
sl_e, sl_m = slope(mu_e), slope(mu_m)
assert abs(sl_e-(3-25*pi/(64*be_))) < 1e-3 and 1 < sl_m < sl_e

# diagonalization of Coulomb + lam*V_U in a Laguerre basis (muonic hydrogen)
g_m = screening(bm)
def level(l, N, lam):
    al = 2*l+2; U, D = [], []
    for n in range(N):
        pre = np.exp(0.5*(gammaln(n+1)-gammaln(n+al+1))-x/2)*x**l
        L = lag(n, al, x); dL = -lag(n-1, al+1, x) if n else 0.0
        U.append(pre*x*L); D.append(pre*((l+1-x/2)*L+x*dL))
    U, D = np.array(U), np.array(D); W = ds*x
    S = (U*W) @ U.T; T = 0.5*(D*W) @ D.T
    return [mu_m*eigh(T+(U*(W*(l*(l+1)/(2*x*x)-(1+y*g_m)/x))) @ U.T, S,
                      eigvals_only=True)[1-l] for y in lam]
second = {}
for N in (40, 60):
    s, p = level(0, N, (-1, 0, 1)), level(1, N, (-1, 0, 1))
    assert close(s[1], -mu_m/8, 1e-8) and close(p[1], -mu_m/8, 1e-8)
    d = [pp-ss for pp, ss in zip(p, s)]
    assert close((d[2]-d[0])/2, res['muH'][2], 1e-5)   # odd part: first plus third order
    second[N] = (d[2]+d[0])/2-d[1]
assert close(second[40], second[60], 2e-2) and 0 < second[60] < 1e-3*res['muH'][2]

# proton size: uniform sphere against the contact formula
size = lambda mu: mu**3*r_p**2/12
for mu in (mu_m, mu_e):
    X = np.sqrt(5/3)*r_p*mu
    sph = mu*quad(lambda y: y*y*radial(2, 0, y)**2*(1/y-(3-y*y/X**2)/(2*X)), 0, X,
                  epsabs=0, epsrel=1e-10)[0]
    assert close(sph, size(mu), 5e-3)   # density falls by about R/a across the sphere
inside = lambda be, l: quad(lambda y: y*y*radial(2, l, y)**2, 0, 1/be, epsabs=0, epsrel=1e-10)[0]

print(f"1/alpha = {1/alpha:.6f}; Hartree = {Eh:.6f} eV")
print(f"Bohr radius = {a0:.7f} angstrom")
print(f"m_muon/m_e = {m_mu:.6f}; m_p/m_e = {m_p:.5f}")
print(f"electron reduced Compton wavelength = {alpha*a0:.6e} angstrom")
print(f"proton rms radius = {r_p*a0:.4e} angstrom")
print(f"moments M2, M3, M4 = {spectral(lambda t: t**-2):.6f}, {spectral(lambda t: t**-3):.6f}, {spectral(lambda t: t**-4):.6f}")
for name, mu, be, Fv, sl in (('muH', mu_m, bm, Fm, sl_m), ('H', mu_e, be_, Fe, sl_e)):
    s, p, d = res[name]
    print(f"{name}: mu = {mu:.7f} m_e; a = {a0/mu:.6e} angstrom")
    print(f"{name}: beta = {be:.7f}; b = {2*be:.7f}")
    print(f"{name}: n=2 binding energy mu/8 = {mu/8*Eh:.5f} eV")
    print(f"{name}: prefactor alpha*mu/(3 pi) = {alpha*mu/(3*pi)*Eh:.7e} eV")
    print(f"{name}: F = {Fv:.7e}")
    print(f"{name}: shift 2s = {s*Eh:.6e} eV; shift 2p = {p*Eh:.6e} eV")
    print(f"{name}: splitting 2p-2s = {d*Eh:.6e} eV")
    print(f"{name}: splitting/binding = {8*d/mu:.4e}")
    print(f"{name}: contact estimate = {contact(mu)*Eh:.6e} eV")
    print(f"{name}: contact/exact = {contact(mu)/d:.5f}; 25pi/(64 beta) = {25*pi/(64*be):.5f}")
    print(f"{name}: probability inside Compton length 2s {inside(be, 0):.3e}, 2p {inside(be, 1):.3e}")
    print(f"{name}: d ln(splitting)/d ln(mu) = {sl:.4f}")
    print(f"{name}: proton size shift of 2s = {size(mu)*Eh:.4e} eV")
print(f"main result muH = {res['muH'][2]*Eh*1e3:.4f} meV")
print(f"main result H = {res['H'][2]*Eh/h_eV/1e6:.4f} MHz")
print("Gauss table muH: theta (rad), weight, integrand")
for t_, w_, f_ in zip(th, gw, integrand):
    print(f"  {t_:.7f}  {w_:.7f}  {f_:.7f}")
print(f"F muH: Gauss sum = {gw @ integrand:.7f}; closed form = {closed_val(bm):.7f}")
print("J1..J4 muH = " + ", ".join(f"{float(J[n].subs(bs, b)):.8f}" for n in (1, 2, 3, 4)))
print(f"momentum-space splitting muH = {momentum(mu_m)*Eh:.6e} eV")
print(f"second order in V_U, muH = {second[60]*Eh:.2e} eV")
print(f"ratio of mu = {mu_m/mu_e:.4f}; cubed = {(mu_m/mu_e)**3:.4e}")
print(f"ratio of F = {Fm/Fe:.4e}; ratio of splittings = {res['muH'][2]/res['H'][2]:.4e}")
print(f"F at beta = 1e-5: {F(1e-5):.6f}")
print(f"muon loop in muH: beta = {bl:.4f}; F = {Fl:.5e}")
print(f"muon loop in muH: splitting = {res['muloop'][2]*Eh:.4e} eV")
r_eff = np.sqrt(2*alpha**3/(5*pi))
print(f"Uehling contact length sqrt(-r^2) = {r_eff*a0:.4e} angstrom")
print(f"Uehling contact / proton size term = {r_eff**2/r_p**2:.1f}")
print(f"muH: Uehling splitting / proton size shift = {res['muH'][2]/size(mu_m):.2f}")
print("success")
```

Printed output:

```
1/alpha = 137.035999; Hartree = 27.211386 eV
Bohr radius = 0.5291772 angstrom
m_muon/m_e = 206.768283; m_p/m_e = 1836.15267
electron reduced Compton wavelength = 3.861593e-03 angstrom
proton rms radius = 8.4075e-06 angstrom
moments M2, M3, M4 = 0.400000, 0.245437, 0.171429
muH: mu = 185.8408344 m_e; a = 2.847475e-03 angstrom
muH: beta = 0.7373837; b = 1.4747674
muH: n=2 binding energy mu/8 = 632.12334 eV
muH: prefactor alpha*mu/(3 pi) = 3.9154891e+00 eV
muH: F = 5.2358052e-02
muH: shift 2s = -2.195840e-01 eV; shift 2p = -1.457658e-02 eV
muH: splitting 2p-2s = 2.050074e-01 eV
muH: splitting/binding = 3.2432e-04
muH: contact estimate = 7.201102e-01 eV
muH: contact/exact = 3.51261; 25pi/(64 beta) = 1.66424
muH: probability inside Compton length 2s 4.707e-02, 2p 1.259e-02
muH: d ln(splitting)/d ln(mu) = 2.0315
muH: proton size shift of 2s = 3.6739e-03 eV
H: mu = 0.9994557 m_e; a = 5.294654e-01 angstrom
H: beta = 137.1106313; b = 274.2212626
H: n=2 binding energy mu/8 = 3.39957 eV
H: prefactor alpha*mu/(3 pi) = 2.1057578e-02 eV
H: F = 5.2720316e-06
H: shift 2s = -1.110165e-07 eV; shift 2p = -3.157211e-13 eV
H: splitting 2p-2s = 1.110162e-07 eV
H: splitting/binding = 3.2656e-08
H: contact estimate = 1.120124e-07 eV
H: contact/exact = 1.00897; 25pi/(64 beta) = 0.00895
H: probability inside Compton length 2s 6.396e-08, 2p 1.709e-13
H: d ln(splitting)/d ln(mu) = 2.9911
H: proton size shift of 2s = 5.7147e-10 eV
main result muH = 205.0074 meV
main result H = 26.8436 MHz
Gauss table muH: theta (rad), weight, integrand
  0.0530383  0.1345579  0.0211337
  0.2660855  0.2833415  0.0604019
  0.5979871  0.3674987  0.0561926
  0.9728092  0.3674987  0.0272530
  1.3047108  0.2833415  0.0060029
  1.5177580  0.1345579  0.0002444
F muH: Gauss sum = 0.0523580; closed form = 0.0523581
J1..J4 muH = 0.76171567, 0.37898175, 0.19372543, 0.10178395
momentum-space splitting muH = 2.050074e-01 eV
second order in V_U, muH = 1.51e-04 eV
ratio of mu = 185.9420; cubed = 6.4288e+06
ratio of F = 9.9313e+03; ratio of splittings = 1.8466e+06
F at beta = 1e-5: 0.166667
muon loop in muH: beta = 152.4676; F = 4.26732e-06
muon loop in muH: splitting = 1.6709e-05 eV
Uehling contact length sqrt(-r^2) = 1.1771e-04 angstrom
Uehling contact / proton size term = 196.0
muH: Uehling splitting / proton size shift = 55.80
success
```
